# Why Ehrenfest dephasing has the right magnitude but a drifting phase: test program

```python
"""Pure dephasing of two electronic states by a harmonic bath.

Result under test: Ehrenfest trajectories with Wigner-sampled nuclei give the
exact magnitude of the electronic coherence, exp(-Gamma), but their phase is
wrong by (P1 - P0) * sum_j S_j (w_j t - sin w_j t).

Symbols (Hartree atomic units, mass-weighted coordinates):
  w       mode frequencies
  g0, g1  linear couplings of the bath to electronic states 0 and 1
  S       Huang-Rhys factors (g1 - g0)^2 / (2 w^3)
  P0, P1  electronic populations
  F(t)    coherence rho_10(t) / rho_10(0) without the factor exp(-i gap t)
The vertical gap only multiplies the coherence by exp(-i gap t), so the
amplitudes are propagated in the frame where that factor is removed.
"""
import numpy as np
from scipy.constants import physical_constants as pc

w = np.array([0.004, 0.008])
S_example = np.array([0.3, 0.1])
kT = 0.001
gap = 0.15
period = 2 * np.pi / w[0]
n_records = 8
steps_per_record = 50
times = np.linspace(0.0, period, n_records + 1)
dt = period / (n_records * steps_per_record)


def exact_factor(g0, g1, n_basis=18):
    """Tr[U1 rho_bath U0^dagger] by diagonalization in a number basis."""
    lower = np.diag(np.sqrt(np.arange(1, n_basis)), 1)
    number = np.diag(np.arange(n_basis) + 0.5)
    one = np.eye(n_basis)
    h_bath = w[0] * np.kron(number, one) + w[1] * np.kron(one, number)
    x = lower + lower.T
    positions = [np.kron(x, one) / np.sqrt(2 * w[0]),
                 np.kron(one, x) / np.sqrt(2 * w[1])]
    energies = np.diag(h_bath)
    rho = np.exp(-(energies - energies.min()) / kT)
    rho /= rho.sum()
    eig = []
    for g in (g0, g1):
        eig.append(np.linalg.eigh(
            h_bath + g[0] * positions[0] + g[1] * positions[1]))
    result = []
    for t in times:
        u0, u1 = [(v * np.exp(-1j * e * t)) @ v.T for e, v in eig]
        result.append(np.sum(u1 * rho[None, :] * u0.conj()))
    return np.array(result)


def derivative(state, g0, g1):
    """Coupled Ehrenfest equations; populations are not held fixed."""
    q, p, c0, c1 = state
    force = (-w[:, None]**2 * q - g0[:, None] * np.abs(c0)**2
             - g1[:, None] * np.abs(c1)**2)
    return (p, force, -1j * (g0 @ q) * c0, -1j * (g1 @ q) * c1)


def ehrenfest_factor(q, p, weights, g0, g1, P1):
    """Fourth-order Runge-Kutta trajectories, averaged with given weights."""
    m = q.shape[1]
    state = (q.copy(), p.copy(), np.full(m, np.sqrt(1 - P1), complex),
             np.full(m, np.sqrt(P1), complex))
    initial = np.sqrt(P1 * (1 - P1))
    result = [1.0 + 0j]
    for _ in range(n_records):
        for _ in range(steps_per_record):
            k1 = derivative(state, g0, g1)
            k2 = derivative([s + dt / 2 * k for s, k in zip(state, k1)], g0, g1)
            k3 = derivative([s + dt / 2 * k for s, k in zip(state, k2)], g0, g1)
            k4 = derivative([s + dt * k for s, k in zip(state, k3)], g0, g1)
            state = tuple(s + dt / 6 * (a + 2 * b + 2 * c + d) for
                          s, a, b, c, d in zip(state, k1, k2, k3, k4))
        result.append(np.sum(weights * state[3] * state[2].conj()) / initial)
    return np.array(result)


def phase(factor):
    return np.unwrap(np.angle(factor))


def gamma_formula(S, thermal_factor):
    return (1 - np.cos(np.outer(times, w))) @ (S * thermal_factor)


coth = 1 / np.tanh(w / (2 * kT))
tau = times[:, None] - np.sin(np.outer(times, w)) / w

# Gauss-Hermite grid over the four initial phase-space coordinates
nodes, node_weights = np.polynomial.hermite_e.hermegauss(9)
node_weights = node_weights / node_weights.sum()
grid = np.array([a.ravel() for a in np.meshgrid(*[nodes] * 4, indexing="ij")])
grid_w = np.prod([a.ravel() for a in
                  np.meshgrid(*[node_weights] * 4, indexing="ij")], axis=0)
sigma_q = np.sqrt(coth / (2 * w))
sigma_p = w * sigma_q
q_wigner = sigma_q[:, None] * grid[:2]
p_wigner = sigma_p[:, None] * grid[2:]

# Worked example: lower state uncoupled, upper state coupled
g0 = np.zeros(2)
g1 = np.sqrt(2 * S_example * w**3)
lam = np.sum(w * S_example)
gamma = gamma_formula(S_example, coth)
exact = exact_factor(g0, g1)
assert np.allclose(np.abs(exact), np.exp(-gamma), atol=1e-8)
assert np.allclose(phase(exact), tau @ (w * S_example), atol=1e-7)

populations = [0.2, 0.5, 0.8]
ehr = {}
spurious = {}
for P1 in populations:
    ehr[P1] = ehrenfest_factor(q_wigner, p_wigner, grid_w, g0, g1, P1)
    spurious[P1] = phase(ehr[P1] / exact)
    assert np.allclose(np.abs(ehr[P1]), np.abs(exact), atol=3e-6)
    predicted = (2 * P1 - 1) * (tau @ (w * S_example))
    assert np.allclose(spurious[P1], predicted, atol=1e-5)
assert np.allclose(ehr[0.5], exact, atol=5e-6)

# Both states coupled, with different ratios for the two modes
h0 = g1 * np.array([0.6, -0.5])
h1 = g1 * np.array([-0.5, 0.7])
S_general = (h1 - h0)**2 / (2 * w**3)
exact_general = exact_factor(h0, h1)
ehr_general = ehrenfest_factor(q_wigner, p_wigner, grid_w, h0, h1, 0.3)
exact_phase = tau @ ((h1**2 - h0**2) / (2 * w**2))
formula = np.exp(-gamma_formula(S_general, coth) + 1j * exact_phase)
assert np.allclose(exact_general, formula, atol=1e-8)
error_phase = (0.3 - 0.7) * (tau @ (w * S_general))
assert np.allclose(ehr_general, exact_general * np.exp(1j * error_phase),
                   atol=1e-5)

# Classical Boltzmann sampling of the same trajectories
q_classical = (np.sqrt(kT) / w)[:, None] * grid[:2]
p_classical = np.sqrt(kT) * grid[2:]
classical = ehrenfest_factor(q_classical, p_classical, grid_w, g0, g1, 0.2)
gamma_classical = gamma_formula(S_example, 2 * kT / w)
assert np.allclose(np.abs(classical), np.exp(-gamma_classical), atol=3e-6)
assert np.all(np.abs(classical[1:-1]) > np.abs(exact[1:-1]) + 0.01)

# One trajectory started at rest at the origin: a phase but no dephasing
single = ehrenfest_factor(np.zeros((2, 1)), np.zeros((2, 1)), np.ones(1),
                          g0, g1, 0.2)
assert np.allclose(np.abs(single), 1, atol=1e-6)
assert np.allclose(phase(single), phase(ehr[0.2]), atol=1e-5)

# Random Wigner sampling, as in an actual simulation
rng = np.random.default_rng(12)
n_random = 4000
draw = rng.standard_normal((4, n_random))
random_run = ehrenfest_factor(sigma_q[:, None] * draw[:2],
                              sigma_p[:, None] * draw[2:],
                              np.full(n_random, 1 / n_random), g0, g1, 0.2)
standard_error = np.sqrt(np.maximum(1 - np.abs(exact)**2, 0) / n_random)
assert np.all(np.abs(random_run - ehr[0.2]) < 5 * standard_error + 1e-5)

# Mean coherence frequency over the full period, from the computed phases
freq_exact = gap - phase(exact)[-1] / period
freq_ehr = {P1: gap - phase(ehr[P1])[-1] / period for P1 in populations}
assert abs(freq_exact - (gap - lam)) < 1e-8
for P1 in populations:
    assert abs(freq_ehr[P1] - (gap - 2 * P1 * lam)) < 1e-8

fs = pc["atomic unit of time"][0] * 1e15
mev = pc["Hartree energy in eV"][0] * 1e3
kelvin = kT / pc["kelvin-hartree relationship"][0]
print(f"mode frequencies: {w[0]:.3f}, {w[1]:.3f} E_h")
print(f"Huang-Rhys factors: {S_example[0]:.1f}, {S_example[1]:.1f}")
print(f"couplings of upper state: {g1[0]:.4e}, {g1[1]:.4e} a.u.")
print(f"k_B T = {kT:.3f} E_h  (T = {kelvin:.1f} K)")
print(f"vertical gap = {gap:.3f} E_h")
print(f"coth(w/2kT): {coth[0]:.4f}, {coth[1]:.4f}")
print(f"classical 2kT/w: {2*kT/w[0]:.4f}, {2*kT/w[1]:.4f}")
print(f"reorganization energy lambda = {lam:.4f} E_h = {lam*mev:.2f} meV")
print(f"period of slow mode = {period:.2f} a.u. = {period*fs:.2f} fs")
print(f"trajectories: quadrature {grid.shape[1]}, random {n_random}")
print(f"time step = {dt:.3f} a.u.")
for i in (2, 4, 6, 8):
    print(f"t = {times[i]:.2f} a.u. ({i/8:.2f} period), Gamma = {abs(gamma[i]):.4f}")
    print(f"  |F| exact {abs(exact[i]):.5f}; Ehrenfest P1=0.2 "
          f"{abs(ehr[0.2][i]):.5f}, 0.5 {abs(ehr[0.5][i]):.5f}, "
          f"0.8 {abs(ehr[0.8][i]):.5f}")
    print(f"  phase of F (rad) exact {phase(exact)[i]:.4f}; Ehrenfest P1=0.2 "
          f"{phase(ehr[0.2])[i]:.4f}, 0.5 {phase(ehr[0.5])[i]:.4f}, "
          f"0.8 {phase(ehr[0.8])[i]:.4f}")
    print(f"  spurious phase (rad) P1=0.2 {spurious[0.2][i]:.4f}, "
          f"P1=0.8 {spurious[0.8][i]:.4f}")
print(f"half period, P1=0.2: |F| random Wigner {abs(random_run[4]):.4f}, "
      f"standard error {standard_error[4]:.4f}")
print(f"half period, P1=0.2: |F| classical sampling {abs(classical[4]):.5f}")
print(f"half period, P1=0.2: |F| single trajectory {abs(single[4]):.5f}")
print(f"mean frequency, exact: {freq_exact:.5f} E_h")
for P1 in populations:
    shift = freq_ehr[P1] - freq_exact
    print(f"mean frequency, Ehrenfest P1={P1}: {freq_ehr[P1]:.5f} E_h, "
          f"error {round(shift, 7) + 0.0:.5f} E_h = "
          f"{round(shift * mev, 3) + 0.0:.2f} meV")
deviation = max(np.max(np.abs(np.abs(ehr[P]) - np.abs(exact)))
                for P in populations)
print(f"largest magnitude difference, quadrature vs exact: {deviation:.1e}")
print("finished without a failed check")
```

Printed output:

```
mode frequencies: 0.004, 0.008 E_h
Huang-Rhys factors: 0.3, 0.1
couplings of upper state: 1.9596e-04, 3.2000e-04 a.u.
k_B T = 0.001 E_h  (T = 315.8 K)
vertical gap = 0.150 E_h
coth(w/2kT): 1.0373, 1.0007
classical 2kT/w: 0.5000, 0.2500
reorganization energy lambda = 0.0020 E_h = 54.42 meV
period of slow mode = 1570.80 a.u. = 38.00 fs
trajectories: quadrature 6561, random 4000
time step = 3.927 a.u.
t = 392.70 a.u. (0.25 period), Gamma = 0.5113
  |F| exact 0.59970; Ehrenfest P1=0.2 0.59970, 0.5 0.59970, 0.8 0.59970
  phase of F (rad) exact 0.4854; Ehrenfest P1=0.2 0.1942, 0.5 0.4854, 0.8 0.7766
  spurious phase (rad) P1=0.2 -0.2912, P1=0.8 0.2912
t = 785.40 a.u. (0.50 period), Gamma = 0.6224
  |F| exact 0.53666; Ehrenfest P1=0.2 0.53666, 0.5 0.53666, 0.8 0.53666
  phase of F (rad) exact 1.5708; Ehrenfest P1=0.2 0.6283, 0.5 1.5708, 0.8 2.5133
  spurious phase (rad) P1=0.2 -0.9425, P1=0.8 0.9425
t = 1178.10 a.u. (0.75 period), Gamma = 0.5113
  |F| exact 0.59970; Ehrenfest P1=0.2 0.59970, 0.5 0.59970, 0.8 0.59970
  phase of F (rad) exact 2.6562; Ehrenfest P1=0.2 1.0625, 0.5 2.6562, 0.8 4.2499
  spurious phase (rad) P1=0.2 -1.5937, P1=0.8 1.5937
t = 1570.80 a.u. (1.00 period), Gamma = 0.0000
  |F| exact 1.00000; Ehrenfest P1=0.2 1.00000, 0.5 1.00000, 0.8 1.00000
  phase of F (rad) exact 3.1416; Ehrenfest P1=0.2 1.2566, 0.5 3.1416, 0.8 5.0265
  spurious phase (rad) P1=0.2 -1.8850, P1=0.8 1.8850
half period, P1=0.2: |F| random Wigner 0.5344, standard error 0.0133
half period, P1=0.2: |F| classical sampling 0.74082
half period, P1=0.2: |F| single trajectory 1.00000
mean frequency, exact: 0.14800 E_h
mean frequency, Ehrenfest P1=0.2: 0.14920 E_h, error 0.00120 E_h = 32.65 meV
mean frequency, Ehrenfest P1=0.5: 0.14800 E_h, error 0.00000 E_h = 0.00 meV
mean frequency, Ehrenfest P1=0.8: 0.14680 E_h, error -0.00120 E_h = -32.65 meV
largest magnitude difference, quadrature vs exact: 2.2e-08
finished without a failed check
```
